\section*{Quantum-corrected Boltzmann particles and the free constant in each slice}

\section{The decision: what constant to add in each slice}

A Monte Carlo device calculation that corrects its particles from slice-by-slice Schr\"odinger solutions must decide which constant to add to the correction potential in each slice. The shape of the density across the channel does not settle it. Within one slice the constant is harmless, but a difference between neighbouring slices is a force along the transport direction. In the example below, a wrong choice removes a tenfold variation of sheet density while leaving every transverse profile correct.

Let $x$ run along the channel and $z$ across a film with hard walls at $z=0$ and $z=W$. The electron potential energy is $V(x,z)$, and the target density $n_q(x,z)$ is positive inside the film. The particles are classical, with Maxwellian velocities at temperature $T$. Bands are parabolic, and valley pair $v$ contains $g_v$ valleys with masses $m_x,m_y,m_z$. Quantum motion along $x$ is left out of the target.

\section{From a density to a potential}

\subsection{The target}

In each slice, solve
\begin{equation}
\left[-\frac{\hbar^2}{2m_z}\frac{\partial^2}{\partial z^2}+V(x,z)\right]\psi_i=E_i\psi_i,
\qquad \psi_i(0)=\psi_i(W)=0 .
\end{equation}
Each free direction contributes
\begin{equation}
\int_{-\infty}^{\infty}\frac{dp}{2\pi\hbar}\,e^{-p^2/2mkT}
=\frac{\sqrt{2\pi mkT}}{2\pi\hbar}=\sqrt{\frac{mkT}{2\pi\hbar^2}} .
\label{gauss}
\end{equation}
Two free directions and two spins give, for Boltzmann filling,
\begin{equation}
n_q=\sum_v A_v\sum_i|\psi_i|^2e^{(E_F-E_i)/kT},\qquad
A_v=2g_v\frac{\sqrt{m_xm_y}\,kT}{2\pi\hbar^2}.
\label{target}
\end{equation}
The levels and wave functions depend on $v$ through $m_z$. The sheet density is $N_s(x)=\int_0^W n_q\,dz$, and the normalized profile is $s=n_q/N_s$.

\subsection{The inversion}

Let particles with kinetic energy $K(\mathbf p)$ move in a potential energy $U(x,z)$. For $f=e^{-(K+U)/kT}$ and velocity $\mathbf v=\partial K/\partial\mathbf p$, the collisionless part of the Boltzmann equation gives
\begin{equation}
\mathbf v\cdot\nabla f-\nabla U\cdot\frac{\partial f}{\partial\mathbf p}
=\frac{f}{kT}\left(-\mathbf v\cdot\nabla U+\nabla U\cdot\mathbf v\right)=0 .
\end{equation}
Collisions that obey detailed balance with respect to $K+U$ also leave $f$ unchanged. Integrating over momentum, with (\ref{gauss}) used three times, gives the classical density
\begin{equation}
n=N_c\,e^{(E_F-U)/kT},\qquad
N_c=\sum_v2g_v\sqrt{m_xm_ym_z}\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
Set $n=n_q$, take the logarithm and solve for $U$:
\begin{equation}
V_{\rm eff}=E_F-kT\ln\frac{n_q}{N_c},\qquad V_{\rm corr}=V_{\rm eff}-V .
\label{veff}
\end{equation}
Conversely, if particles can pass between all parts of the device, their equilibrium density is $e^{-U/kT}$ times one common factor. Any $U$ that reproduces $n_q$ therefore differs from (\ref{veff}) by one constant for the whole device. That constant exerts no force.

By (\ref{target}), $n_q$ is proportional to $e^{E_F/kT}$, so $E_F$ cancels from (\ref{veff}). With Fermi filling the inversion still reproduces the equilibrium density, but $V_{\rm eff}$ then depends on $E_F$.

\subsection{The wall and the classical interior}

Near a hard wall $\psi_i\propto z$, so $n_q\propto z^2$ and $V_{\rm eff}$ rises as $-2kT\ln z$. The length scale follows from a flat half-space with one mass. Its states are $\sqrt{2/\pi}\sin qz$. With $\lambda^2=\hbar^2/(2mkT)$, the thermal sum is
\begin{align}
\frac2\pi\int_0^\infty\sin^2(qz)\,e^{-\lambda^2q^2}dq
&=\frac1\pi\int_0^\infty\left[1-\cos(2qz)\right]e^{-\lambda^2q^2}dq\nonumber\\
&=\frac{1}{2\lambda\sqrt\pi}\left(1-e^{-z^2/\lambda^2}\right).
\end{align}
The prefactor equals $\sqrt{mkT/2\pi\hbar^2}$, the classical value (\ref{gauss}). Hence
\begin{equation}
\frac{n_q}{n_{\rm cl}}=1-e^{-z^2/\lambda^2},\qquad
V_{\rm corr}=-kT\ln\left(1-e^{-z^2/\lambda^2}\right).
\end{equation}
For $z\ll\lambda$ this is $-2kT\ln(z/\lambda)$, a repulsive force $2kT/z$. For $z\gg\lambda$ it vanishes. At 300 K and $m=0.19\,m_e$, $\lambda=2.79$ nm. A finite-difference solution of a flat 30 nm film agrees with the density ratio to $5\times10^{-6}$, from one wall to mid-film.

With a well $-0.1\,{\rm eV}\,e^{-z/2\,{\rm nm}}$ added at one face of that film, the correction at mid-film is $-0.02$ meV. A classical interior of this kind is a legitimate place to set the correction to zero. For this mass, a 5 nm film is less than $2\lambda$ thick and has none.

\section{The constant in each slice}

\subsection{What the profile leaves open}

Insert $n_q=N_s s$ into (\ref{veff}) and split the logarithm, using $W$ to make both arguments dimensionless:
\begin{equation}
V_{\rm eff}=C(x)-kT\ln(sW),\qquad
C(x)=E_F-kT\ln\frac{N_s(x)}{N_cW}.
\label{constant}
\end{equation}
The profile $s$ supplies the second term of $V_{\rm eff}$ and says nothing about $C$. Suppose an offset $\delta(x)$ is added. The equilibrium density becomes proportional to $n_q e^{-\delta/kT}$. The extra factor does not depend on $z$, so it cancels from the normalized profile, while the sheet density changes as
\begin{equation}
N_s(x)\;\longrightarrow\;{\rm const}\times N_s(x)\,e^{-\delta(x)/kT},
\label{offset}
\end{equation}
with the constant set by the total particle number. The offset also adds the longitudinal force $-d\delta/dx$. Agreement of transverse profiles therefore cannot validate $C$.

A common Fermi level removes the freedom. Subtracting (\ref{constant}) at two slices gives
\begin{equation}
C(x_2)-C(x_1)=kT\ln\frac{N_s(x_1)}{N_s(x_2)} .
\label{fermi}
\end{equation}

\subsection{The same constant from a force balance}

Differentiate $N_s=\sum_vA_v\sum_i e^{(E_F-E_i)/kT}$ at fixed $E_F$. With $p_i$ the fraction of electrons in subband $i$, counted over all valleys,
\begin{equation}
kT\frac{d\ln N_s}{dx}=-\sum_i p_i\frac{dE_i}{dx}.
\end{equation}
For fixed walls and masses, the slice Hamiltonian $H$ depends on $x$ through $V$ alone. Differentiating $E_i=\langle\psi_i|H|\psi_i\rangle$ gives
\begin{equation}
\frac{dE_i}{dx}=E_i\frac{d}{dx}\langle\psi_i|\psi_i\rangle
+\left\langle\psi_i\left|\frac{\partial V}{\partial x}\right|\psi_i\right\rangle
=\left\langle\psi_i\left|\frac{\partial V}{\partial x}\right|\psi_i\right\rangle,
\end{equation}
because the norm stays at one. Since $\sum_ip_i|\psi_i|^2=s$, and $dC/dx=-kT\,d\ln N_s/dx$ by (\ref{constant}),
\begin{equation}
\frac{dC}{dx}=\int_0^Ws\,\frac{\partial V}{\partial x}\,dz
\equiv\left\langle\frac{\partial V}{\partial x}\right\rangle .
\label{balance}
\end{equation}
This determines $C$ from the profile and the electrostatic potential, without energy levels, up to one global constant.

The physical content appears on averaging the gradient of $V_{\rm eff}$:
\begin{equation}
\left\langle\frac{\partial V_{\rm eff}}{\partial x}\right\rangle
=\frac{dC}{dx}-kT\int_0^W s\,\frac1s\frac{\partial s}{\partial x}\,dz
=\frac{dC}{dx},
\end{equation}
since $\int s\,dz=1$ in every slice. Subtracting $\langle\partial V/\partial x\rangle$ and using (\ref{balance}) leaves $\langle\partial V_{\rm corr}/\partial x\rangle=0$. The correction may push particles along $x$ at individual depths, but its equilibrium average over a slice is zero.

\subsection{Where the force rule fails}

Let the thickness vary while $V=0$ inside. Then $E_i\propto W^{-2}$ changes along $x$, although $\partial V/\partial x=0$. The moving walls do the work that (\ref{balance}) omits. The Fermi-level rule (\ref{fermi}) still holds, because it uses the sheet densities themselves, provided the $W$ in both logarithms of (\ref{constant}) is replaced by one fixed reference length for all slices. With the local thickness there instead, $C(x_2)-C(x_1)$ gains the term $kT\ln[W(x_2)/W(x_1)]$.

Fermi filling also breaks the derivation. With $\eta_i=(E_F-E_i)/kT$, a subband holds $A_v\ln(1+e^{\eta_i})$ electrons, but its derivative with respect to $\eta_i$ is $A_v/(1+e^{-\eta_i})$. The weights of the level shifts are then no longer the populations, so (\ref{balance}) does not hold in general.

Under bias, assume local equilibrium across $z$ with quasi-Fermi level $\Phi(x)$. Boltzmann filling gives $N_s=Z(x)e^{\Phi/kT}$, where $Z$ depends on the levels. The appropriate constant is $-kT\ln[Z/(N_cW)]$. Inserting the biased $N_s$ into (\ref{constant}) with a fixed $E_F$ would instead add $E_F-\Phi(x)$, a false force $d\Phi/dx$. The constant should thus be computed from levels filled to one common reference, not from the biased particle count.

\section{A 5 nm silicon-like film}

Take $W=5$ nm, $T=300$ K, $kT=25.85$ meV and $V=F(x)z$. Here $F$ is force expressed as a field, varying sinusoidally between 0.10 and 0.40 MV/cm with period 40 nm. The zero of $V$ is at the gate-side wall, $z=0$, and $E_F=-80$ meV. There are three valley pairs: one with $m_z=0.916\,m_e$ and both in-plane masses $0.19\,m_e$, and two with $m_z=0.19\,m_e$ and in-plane masses 0.19 and $0.916\,m_e$. Then $N_c=2.738\times10^{19}$ cm$^{-3}$.

At mid-film in the low-field slice, $n_q=2.119\times10^{17}$ cm$^{-3}$, so
\begin{equation}
V_{\rm eff}=-80-25.85\ln\frac{2.119\times10^{17}}{2.738\times10^{19}}
=45.7\ {\rm meV}.
\end{equation}
Since $V=25.0$ meV there, $V_{\rm corr}=20.7$ meV. Other depths give, in meV:

\begin{center}
\begin{tabular}{ccccc}
 & \multicolumn{2}{c}{0.10 MV/cm} & \multicolumn{2}{c}{0.40 MV/cm}\\
$z$ (nm) & $V_{\rm eff}$ & $V_{\rm corr}$ & $V_{\rm eff}$ & $V_{\rm corr}$\\
0.25 & 120.2 & 117.7 & 155.0 & 145.0\\
1.00 & 57.3 & 47.3 & 98.9 & 58.9\\
2.50 & 45.7 & 20.7 & 115.0 & 15.0\\
4.75 & 143.6 & 96.1 & 245.3 & 55.3
\end{tabular}
\end{center}

The correction moves the mean depth from 1.74 to 2.28 nm at low field, and from 0.64 to 1.73 nm at high field.

The sheet densities are $6.028\times10^{10}$ and $6.013\times10^9$ cm$^{-2}$, a ratio of 10.03. Equation (\ref{fermi}) gives
\begin{equation}
C_{\rm high}-C_{\rm low}=25.85\ln(10.03)=59.6\ {\rm meV}.
\end{equation}
The force integral provides a separate route. Between the first and last sampled slices of a half period, which lie just inside the field extremes, it gives 59.562 meV against 59.574 meV from the Fermi level. The largest slice-averaged electrostatic force corresponds to 0.047 MV/cm. That of the correction is $1.7\times10^{-6}$ MV/cm, zero to discretization accuracy.

\subsection{Particles with the right and the wrong constant}

In a particle test, 8000 particles start uniformly along $x$ and nearly uniformly across the film. They move in $V_{\rm eff}$, and collisions redraw their velocities from a Maxwellian. One mass $m$ suffices here, because it drops out of the equilibrium spatial distribution. Length is in nm and time in nm$/v_{\rm th}$, with $v_{\rm th}=\sqrt{kT/m}$; the collision rate is 0.2 and the step $\Delta t=0.025$.

After the initial transient, the 5 nm slice centred on the lowest field holds 29.2\% of the particles, against a target of 29.1\%. The slice at the highest field holds 3.14\%, against 3.08\%. Over all eight slices the largest relative error in sheet density is 1.8\%. The largest error in a cumulative transverse profile is 0.007, on a scale from zero to one.

The second run starts from the final state of the first and changes only $C$, which is made equal in all slices. The profiles survive, with a largest cumulative error of 0.003, but every slice now holds 12.5\% of the particles to within 1.8\% of that share. This is what (\ref{offset}) predicts: $\delta={\rm const}-C(x)$ gives $e^{-\delta/kT}\propto1/N_s$. Its force, $dC/dx=\langle\partial V/\partial x\rangle$, cancels the mean electrostatic force.

Setting the correction to zero at mid-film is less damaging, but still wrong. It subtracts 20.7 meV at low field and 15.0 meV at high field. The density ratio becomes
\begin{equation}
10.03\,\exp\left(\frac{20.7-15.0}{25.85}\right)=12.5,
\end{equation}
25\% too large. The associated false field reaches 0.005 MV/cm, about a tenth of the largest mean electrostatic field.

\section{Error analysis}

\subsection{Noise and time step}

If the target has a small relative error $\epsilon$, (\ref{veff}) changes by
\begin{equation}
\Delta V_{\rm eff}=-kT\ln(1+\epsilon)\simeq-kT\epsilon .
\end{equation}
At 300 K, 1\% in density is worth 0.26 meV. Conversely, a 1 meV error in the difference of $C$ between two slices changes their density ratio by about 4\%. If a density is estimated from $M$ independent counts, its relative standard deviation is about $M^{-1/2}$, and the potential noise is about $kT/\sqrt M$, or 2.6 meV for $M=100$. Differentiation amplifies this noise, which favours a smooth Schr\"odinger density over a particle histogram as input.

The wall sets the time step. The curvature of $-2kT\ln z$ is $2kT/z^2$, which defines a local frequency $\omega=\sqrt2\,v_{\rm th}/z$. For a harmonic force the leapfrog scheme reads
\begin{equation}
z_{n+1}-2z_n+z_{n-1}=-\omega^2\Delta t^2z_n .
\end{equation}
Inserting $z_n\propto e^{i\theta n}$ gives $2-2\cos\theta=\omega^2\Delta t^2$. A real $\theta$ requires $\omega\Delta t\le2$, hence $z\ge v_{\rm th}\Delta t/\sqrt2=0.018$ nm as a local estimate. The wall force is accordingly capped within 0.02 nm of each wall. The mean kinetic energy in the two simulated directions is $1.006\,kT$ in the first run and $1.001\,kT$ in the second, against the expected $kT$, so numerical heating is below 1\%.

\subsection{Quantum motion along the channel}

A two-dimensional Schr\"odinger calculation for the same potential tests the slice approximation. Relative to the slice result, the sheet density changes by $-3.6\%$ at the lowest field and $+3.0\%$ at the highest. Together these reduce the difference in $C$ by
\begin{equation}
25.85\ln\frac{1.030}{0.964}\simeq1.7\ {\rm meV}.
\end{equation}
Doubling the period at fixed field extremes reduces the changes to $-0.9\%$ and $+0.7\%$. The factor of about four is consistent with a leading error proportional to the inverse square of the longitudinal length. At the same field extremes, a 20 nm period gives $-12\%$ and $+12\%$, or 6.4 meV in the difference of $C$, and a 10 nm period gives $-33\%$ and $+50\%$, or 21 meV. For this swing of field the slice target is already doubtful when the extremes are 10 nm apart.

\subsection{Valley populations}

A common $V_{\rm eff}$ multiplies all classical valley densities by the same factor. The pair with $m_z=0.916\,m_e$ therefore keeps its classical share of 33\%, whereas the hard-wall quantum solution gives 76\% at low field and 84\% at high field. The total density is right, but the velocities are not. The mean square velocity along $x$ is $kT\langle1/m_x\rangle$. At low field, in units of $1/m_e$,
\begin{align}
\langle1/m_x\rangle_{\rm quantum}&=\frac{0.756}{0.19}+\frac{0.244}{2}\left(\frac1{0.19}+\frac1{0.916}\right)=4.75,\\
\langle1/m_x\rangle_{\rm common}&=\frac{0.333}{0.19}+\frac{0.667}{2}\left(\frac1{0.19}+\frac1{0.916}\right)=3.87 .
\end{align}
The common potential underestimates this quantity by about 19\%. These figures depend on the walls: with a finite 3.1 eV oxide barrier of mass $0.5\,m_e$ the shares fall to 60\% and 69\%, and the underestimate at low field to 12\%. Applying the inversion to each valley pair,
\begin{equation}
V_{{\rm eff},v}=E_F-kT\ln\frac{n_v}{N_{c,v}},
\end{equation}
restores both density and populations at equilibrium, provided intervalley scattering obeys detailed balance with these valley-dependent energies.

\subsection{Beside a real device}

The thickness, masses and temperature are roughly those of a thin-body (100) silicon transistor, and the filling is subthreshold. In the on state, sheet densities are roughly $10^{12}$--$10^{13}$ cm$^{-2}$, far above those used here, and Boltzmann filling becomes seriously inaccurate towards the upper end of that range. It overestimates the low-field sheet density by 0.3\% in the example. With $E_F$ raised to $+50$ meV in the same potential, degeneracy would raise $C$ there by 8.4 meV; the sheet density would then be $6.6\times10^{12}$ cm$^{-2}$, with an own field of about 1 MV/cm, so that potential would be far from self-consistent. At $E_F=-80$ meV the electrons' own charge, omitted from $V$, produces up to 0.009 MV/cm in the low-field slice, 9\% of the applied field. The potential $V=F(x)z$ is itself prescribed, not solved for an undoped film. Because $F$ varies, Poisson's equation with silicon's permittivity would require a fixed charge $\epsilon F''(x)W^2/2$ per unit area, with $F$ taken as a field. This reaches about $3\times10^{11}$ elementary charges per cm$^2$, with opposite signs at the two field extremes, or five times the low-field electron sheet density. The example therefore tests the choice of constant for a given potential, not the electrostatics of a device. The hard walls are the largest simplification of the levels. A finite 3.1 eV oxide barrier with mass $0.5\,m_e$ shifts the lowest $m_z=0.916\,m_e$ level at high field by only $-3.5$ meV, but the lowest $m_z=0.19\,m_e$ level by $-21$ meV at low field and $-25$ meV at high field, about $kT$. The sheet densities then rise by 36--39\%, $V_{\rm eff}$ at 0.25 nm falls by 25--29 meV and stays finite at the interface, and $V_{\rm corr}$ at mid-film falls by 6--7 meV, while the difference in $C$ moves only from 59.6 to 59.0 meV. Nonparabolicity of 0.5 eV$^{-1}$ shifts the heavy-$m_z$ level at high field by $-0.9$ meV and the light-$m_z$ level by $-3$ to $-4$ meV, and changes the difference in $C$ to 59.1 meV. The implied oxide field of 1.2 MV/cm is well below the rough 10 MV/cm breakdown scale, and the 0.20 eV drop across the film is well below silicon's gap of about 1.1 eV. At 400 K, with potential and masses held fixed, the difference in $C$ rises from 59.6 to 62.1 meV, so a correction table belongs to one temperature. The remaining depths and slice populations are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
film thickness 5.0 nm, period 40 nm, T 300 K, kT 25.85 meV
field low/high 0.10 / 0.40 MV/cm, E_F -80 meV
masses: 0.916 and 0.19 type, values used: 0.916 0.19
N_c all valleys 2.738e+19 cm^-3
lowest level m_z=0.916, low/high field 39.8 / 94.8 meV
lowest level m_z=0.19, low/high field 103.8 / 173.8 meV
sheet density low/high field 6.028e+10 / 6.013e+09 cm^-2
sheet density ratio low/high 10.026
low field z 0.25 nm: n_q 1.185e+16 cm^-3, V 2.5, V_eff 120.2, V_corr 117.7 meV
low field z 0.50 nm: n_q 4.413e+16 cm^-3, V 5.0, V_eff 86.2, V_corr 81.2 meV
low field z 1.00 nm: n_q 1.353e+17 cm^-3, V 10.0, V_eff 57.3, V_corr 47.3 meV
low field z 2.50 nm: n_q 2.119e+17 cm^-3, V 25.0, V_eff 45.7, V_corr 20.7 meV
low field z 4.00 nm: n_q 6.588e+16 cm^-3, V 40.0, V_eff 75.9, V_corr 35.9 meV
low field z 4.75 nm: n_q 4.795e+15 cm^-3, V 47.5, V_eff 143.6, V_corr 96.1 meV
high field z 0.25 nm: n_q 3.093e+15 cm^-3, V 10.0, V_eff 155.0, V_corr 145.0 meV
high field z 0.50 nm: n_q 1.086e+16 cm^-3, V 20.0, V_eff 122.5, V_corr 102.5 meV
high field z 1.00 nm: n_q 2.705e+16 cm^-3, V 40.0, V_eff 98.9, V_corr 58.9 meV
high field z 2.50 nm: n_q 1.453e+16 cm^-3, V 100.0, V_eff 115.0, V_corr 15.0 meV
high field z 4.00 nm: n_q 1.644e+15 cm^-3, V 160.0, V_eff 171.3, V_corr 11.3 meV
high field z 4.75 nm: n_q 9.386e+13 cm^-3, V 190.0, V_eff 245.3, V_corr 55.3 meV
mean depth low field: quantum 2.281, uncorrected 1.740 nm
mean depth high field: quantum 1.726, uncorrected 0.644 nm
constant C low/high field 60.26 / 119.85 meV
C difference high-low at 300 K 59.59 meV, at 400 K 62.14 meV
C difference first to last slice of half period: Fermi 59.574, force integral 59.562 meV
largest mean longitudinal force: true 0.0471, correction 1.7e-06 MV/cm (times e)
solver difference relative to peak 1.4e-05
wall length lambda for m=0.19 2.785 nm, wall-law error 5.2e-06
correction in interior of 30 nm film -0.0220 meV
particles 8000, time step 0.025 and collision rate 0.2 (nm, thermal speed units)
right C, particle share of 8 slices: 0.2917 0.2073 0.0918 0.0416 0.0314 0.0417 0.0914 0.2031
right C, target share of 8 slices:   0.2914 0.2059 0.0910 0.0419 0.0308 0.0419 0.0910 0.2059
right C: largest sheet error 1.8 %, cumulative profile error 0.0067
equal C, particle share of 8 slices: 0.1245 0.1253 0.1271 0.1258 0.1227 0.1241 0.1250 0.1255
equal C: largest error from uniform 1.8 %, profile error 0.0030
kinetic energy per two directions, runs 1/2: 1.0057 / 1.0007 kT
mid-film zero: sheet ratio low/high 12.506, false field 0.0051 MV/cm
equal C: largest false field 0.0470 MV/cm
quantum motion along x, period 40 nm, low/high field: -3.57 / 2.96 %
quantum motion along x, period 80 nm, low/high field: -0.93 / 0.73 %
m_z=0.916 valley share low/high field 0.756 / 0.836
m_z=0.916 valley share with one common V_eff 0.333
Boltzmann excess of sheet density, low field 0.34 %
degeneracy shift of C if E_F were +50 meV, low field 8.42 meV
field of the electrons' own charge, low-field slice 0.0093 MV/cm
nonparabolic shift (0.5 /eV), lowest level, high field -0.90 meV
wall penetration shift (barrier 3.1 eV, mass 0.5), high field -3.45 meV
film potential drop 0.200 eV, oxide field 1.20 MV/cm at high field
\end{verbatim}
